\section*{Four coupled dangling hybrids around a silicon vacancy, part 1}

(Sections cited here and not found follow in the second part.)

\section{The ideal vacancy}

Q: Remove one atom from a silicon crystal and four bonds are cut. Each of the four neighbours keeps an orbital that points into the hole. Why should I treat these four orbitals together, instead of as four separate dangling bonds?

A: Because they point at the same empty site and reach one another. Put the missing atom at the origin and let $a$ be the cubic lattice parameter. The neighbours sit at
\begin{align}
\mathbf r_1&=\tfrac a4(1,1,1), & \mathbf r_2&=\tfrac a4(1,-1,-1),\nonumber\\
\mathbf r_3&=\tfrac a4(-1,1,-1), & \mathbf r_4&=\tfrac a4(-1,-1,1).
\label{eq:sites}
\end{align}
Each is at distance $\sqrt3\,a/4$ from the origin. Any two of these vectors differ in two components, by $a/2$ in each, so every pair of neighbours has the separation
\begin{equation}
R=\sqrt{\left(\tfrac a2\right)^2+\left(\tfrac a2\right)^2}=\frac{a}{\sqrt2}.
\end{equation}
With $a=0.5431$ nm the distances are $0.2352$ nm to the vacancy site and $R=0.3840$ nm between neighbours. That is longer than a silicon bond, but the orbitals lean towards one another, so a coupling between them has to be allowed for. Its size is a matter for calculation.

Q: What precisely is the orbital on each neighbour?

A: In the simplest picture it is an $sp^3$ hybrid,
\begin{equation}
h_i=\tfrac12\left(s_i+\sqrt3\,p_i\right),
\end{equation}
where $p_i$ is the $p$ orbital of atom $i$ along the direction from that atom to the vacancy. It is normalized because $\frac14+\frac34=1$. What follows does not depend on this particular mixture. It needs four real orbitals $h_1,\dots,h_4$, one per neighbour, each symmetric about its own axis, and each given the same sign in the lobe that points inward. I also assume that they are orthonormal,
\begin{equation}
\langle h_i|h_j\rangle=\delta_{ij},
\end{equation}
and that the states of interest can be built from these four alone. Finally, each electron moves in a fixed, symmetric average potential, so that there is a one-electron Hamiltonian $\hat H$.

Q: A symmetric $4\times4$ matrix has ten independent entries: four energies and six couplings. You will want to use two numbers. What entitles you to that?

A: The symmetry of the tetrahedron. Consider three reflections and what they do to the sites in \eqref{eq:sites}:
\begin{align}
(x,y,z)&\to(x,z,y) &&\text{exchanges sites 3 and 4},\nonumber\\
(x,y,z)&\to(y,x,z) &&\text{exchanges sites 2 and 3},\\
(x,y,z)&\to(-y,-x,z) &&\text{exchanges sites 1 and 4}.\nonumber
\end{align}
In each case the other two sites stay where they are. The exchanges link the sites in a chain, $1$--$4$--$3$--$2$, and exchanges along a chain can be combined into any reordering of its members. All $4!=24$ permutations are therefore available. Because the hybrids have equal inward signs, an operation that carries site $i$ to site $j$ carries $h_i$ to $+h_j$.

The Hamiltonian of the unrelaxed vacancy does not change under these operations. Some operation takes any site to any other, so the four diagonal elements are equal. Some operation takes any pair to any other pair, so the six couplings are equal too. Two numbers remain:
\begin{equation}
\langle h_i|\hat H|h_i\rangle=e_0,\qquad
\langle h_i|\hat H|h_j\rangle=-t\quad(i\ne j).
\label{eq:elements}
\end{equation}

Q: You have slipped in a minus sign. Is $t$ positive, and does it matter? I can reverse the sign of any orbital I like.

A: You can, and the levels will not notice. Replace $h_4$ by $-h_4$. The three couplings to site 4 become $+t$ and the other three remain $-t$. The new matrix is $DHD$ with $D=\mathrm{diag}(1,1,1,-1)$. Since $D^2=1$, this is a change of basis, and the eigenvalues are the same.

There is nevertheless a sign that you cannot remove. Multiply the couplings around a triangle of sites:
\begin{equation}
H_{12}H_{23}H_{31}=(-t)^3=-t^3 .
\end{equation}
Each orbital appears twice in this product, so reversing any orbital leaves it unchanged. The sign of $t$ thus has a physical meaning as soon as three orbitals are mutually coupled. For two orbitals there is no triangle, and the sign of the coupling is a matter of convention.

With equal inward signs I expect $t>0$: two inward lobes add up in the region between the atoms, where the attraction of both is felt, and a combination with equal signs should be lowered. This is an expectation and not a proof. The sign has to come from a calculation for the actual orbitals.

Q: Then let us have the levels. I would guess that each orbital has three partners, so that something moves by $3t$ down and something else by $3t$ up.

A: Half of that is right. Write a state as $\psi=\sum_i c_ih_i$. The equation $\hat H\psi=E\psi$, projected on $h_i$, reads
\begin{equation}
e_0c_i-t\sum_{j\ne i}c_j=Ec_i .
\end{equation}
Let $C=\sum_jc_j$ be the sum of all four coefficients. Then $\sum_{j\ne i}c_j=C-c_i$, and
\begin{equation}
(e_0+t)\,c_i-tC=Ec_i .
\label{eq:row}
\end{equation}
There are two cases.

Suppose first that $C\ne0$. Adding \eqref{eq:row} over the four values of $i$ gives
\begin{equation}
(e_0+t)C-4tC=EC\quad\Rightarrow\quad E_A=e_0-3t .
\end{equation}
Put this energy back into \eqref{eq:row}: $4tc_i=tC$, so $c_i=C/4$ for every $i$. The coefficients are equal, and the normalized state is
\begin{equation}
\psi_A=\tfrac12(h_1+h_2+h_3+h_4).
\end{equation}

Suppose instead that $C=0$. Then \eqref{eq:row} becomes $(e_0+t)c_i=Ec_i$, and since some $c_i$ differs from zero,
\begin{equation}
E_T=e_0+t .
\end{equation}
Every set of coefficients with zero sum is a solution. One linear condition on four coefficients leaves a space of three dimensions, so this level is threefold. The levels are a singlet shifted by $-3t$ and a triplet shifted by $+t$, both measured from $e_0$. They are separated by $4t$.

Q: Show me three actual states for the triplet. ``Any coefficients with zero sum'' is too vague for me.

A: A convenient orthonormal set is
\begin{align}
\psi_x&=\tfrac12(h_1+h_2-h_3-h_4),\nonumber\\
\psi_y&=\tfrac12(h_1-h_2+h_3-h_4),\\
\psi_z&=\tfrac12(h_1-h_2-h_3+h_4).\nonumber
\end{align}
The signs in $\psi_x$ are the signs of the $x$ coordinates in \eqref{eq:sites}, and likewise for $y$ and $z$. The three states therefore change among themselves under the operations of the tetrahedron as $x$, $y$ and $z$ do. In the usual labels the singlet is $A_1$ and the triplet is $T_2$. The degeneracy is thus required by the cubic symmetry, which cannot tell $x$ from $y$ or $z$.

Q: I still dislike the asymmetry. In a molecule with two orbitals the bonding level goes down by as much as the antibonding level goes up. Why is the upward shift here three times smaller?

A: Because four orbitals can all agree in sign, but they cannot all disagree. Take the mean energy of any normalized real state:
\begin{align}
\langle\psi|\hat H|\psi\rangle
&=e_0\sum_ic_i^2-t\sum_{i\ne j}c_ic_j\nonumber\\
&=e_0-t\left(C^2-1\right).
\label{eq:quad}
\end{align}
The second line uses $C^2=\sum_ic_i^2+\sum_{i\ne j}c_ic_j$ and $\sum_ic_i^2=1$. The largest value of $C^2$ is 4, reached when all coefficients equal $\frac12$, and then the energy is $e_0-3t$. The smallest value of $C^2$ is zero, and then the energy is $e_0+t$. For $t>0$ no state of the model lies outside these limits.

Counting pairs says the same thing. In $\psi_A$ all six pairs have equal signs. In $\psi_x$ the pairs $1$--$2$ and $3$--$4$ have equal signs and the other four have opposite signs. Each pair enters the sum in \eqref{eq:quad} twice with weight $\frac14$, so
\begin{equation}
E_T-e_0=-t\cdot2\cdot\tfrac14(2-4)=+t .
\end{equation}
Two pairs are still bonding and cancel half of the antibonding contribution of the other four.

The centre of gravity provides a second control. The sum of the eigenvalues equals the sum of the diagonal elements, $4e_0$, and indeed $(e_0-3t)+3(e_0+t)=4e_0$. One state going down by $3t$ is balanced by three going up by $t$.

Q: Does the argument use the number four in any essential way?

A: The algebra does not. For $N$ orbitals in which every pair has the coupling $-t$, the same two cases give
\begin{equation}
E=e_0-(N-1)t\ \text{(once)},\qquad E=e_0+t\ \text{($N-1$ times)}.
\label{eq:N}
\end{equation}
For $N=2$ this is the familiar pair $e_0\mp t$. For $N=1$ there is a single level at $e_0$ and no splitting. Four is also the largest number of points in space that can all be equally far from one another, so the tetrahedron is the last case in which geometry supplies equal couplings for every pair.

Q: You assumed orthonormal orbitals. Hybrids on neighbouring atoms that reach one another also overlap. Does the result survive?

A: The pattern does, and the meaning of $t$ becomes sharper. Let the raw hybrids have energy $e_r$ and overlap $s$ for each pair. Write their off-diagonal Hamiltonian element as
\begin{equation}
H_{ij}=e_rs-\tau .
\end{equation}
The part $e_rs$ is present merely because the orbitals overlap: if the zero of energy is moved, $H_{ij}$ changes by $s$ times the move, and so does $e_rs$. The remainder $\tau$ is independent of the zero of energy. The levels now follow from $\sum_jH_{ij}c_j=E\sum_jS_{ij}c_j$, where $S_{ii}=1$ and $S_{ij}=s$. Symmetry supplies the same coefficients as before. For equal coefficients,
\begin{align}
e_r+3(e_rs-\tau)&=E_A(1+3s),\nonumber\\
E_A&=e_r-\frac{3\tau}{1+3s}.
\end{align}
For coefficients of zero sum, the three partners of site $i$ contribute $-c_i$ in all, so
\begin{align}
e_r-(e_rs-\tau)&=E_T(1-s),\nonumber\\
E_T&=e_r+\frac{\tau}{1-s}.
\end{align}
We need $-\frac13<s<1$, or else one of the combinations would have zero or negative norm.

Q: Those shifts are no longer in the ratio three to one. Have you not just lost the theorem?

A: They are not in that ratio when measured from $e_r$. The theorem concerns orthonormal hybrids, and these can be made from the raw ones without favouring any site, by applying the matrix $S^{-1/2}$. The new hybrids are still equivalent, so \eqref{eq:elements} holds for them with some $e_0$ and $t$. The levels fix both. From $E_T-E_A=4t$,
\begin{align}
4t&=\tau\,\frac{(1+3s)+3(1-s)}{(1-s)(1+3s)}
=\frac{4\tau}{(1-s)(1+3s)},\nonumber\\
t&=\frac{\tau}{(1-s)(1+3s)} .
\label{eq:tau}
\end{align}
The mean of the four levels is $e_0$:
\begin{align}
e_0&=e_r+\frac{3\tau}{4}\left(\frac1{1-s}-\frac1{1+3s}\right)\nonumber\\
&=e_r+\frac{3\tau}{4}\,\frac{4s}{(1-s)(1+3s)}=e_r+3st .
\label{eq:shift}
\end{align}
Overlap therefore raises the reference energy by $3st$ when $s$ and $t$ are positive. Measured from that new reference, the shifts are again $-3t$ and $+t$.

\section{Electrons, distortion and a computed cluster}

In this half, $e_0$ is the energy of each of four orthonormal inward hybrids $h_i$, and $-t$ is the coupling of every pair. The levels of the symmetric vacancy are $E_A=e_0-3t$, with equal coefficients, and $E_T=e_0+t$, threefold, with coefficients of zero sum. The overlap of the raw hybrids is $s$, and it raises the mean level by $3st$. Sites 1 to 4 lie from the vacancy along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$.

Q: So far $t$ is a letter. Can you find it in a real electronic structure?

A: Take four SiH$_3$ groups, with the silicon atoms at the four neighbour positions of the crystal. Three hydrogen atoms on each, at a chosen distance of $0.148$ nm, stand in for the rest of the solid. The fourth bond of each silicon atom points at the empty site. I treat this cluster with spin-polarized Kohn--Sham theory in the local density approximation (Slater exchange, VWN correlation), with the LANL2DZ basis and core potential. The atoms are not relaxed.

Q: With how many electrons in the dangling orbitals? If the three triplet states are filled unevenly, the density is no longer symmetric and your matrix is spoiled before you start.

A: That is why I choose the state with four parallel spins, a quintet. Each of the four dangling levels then holds one spin-up electron. Let $\psi_n=\sum_ic_{in}h_i$ be the four orthonormal states. Their density is
\begin{equation}
\sum_n\psi_n^2=\sum_{ij}h_ih_j\sum_nc_{in}c_{jn}=\sum_ih_i^2 ,
\end{equation}
because the $4\times4$ matrix of coefficients is orthogonal. All four sites carry the same charge, and the tetrahedral symmetry is kept. The quintet serves as a symmetric reference. It is not claimed to be the ground state of a vacancy.

Q: And the levels?

A: The four highest filled spin-up levels are one at $-7.151$ eV and three at $-4.943$ eV. Hence
\begin{align}
4t&=-4.943+7.151=2.208\ \text{eV}, & t&=0.552\ \text{eV},\nonumber\\
e_0&=\tfrac14\left[-7.151+3(-4.943)\right] & &=-5.495\ \text{eV}.
\end{align}
The singlet lies $1.656$ eV below $e_0$ and the triplet $0.552$ eV above it. The last digits belong to this basis. A larger one, with $d$ functions on silicon and $s$ and $p$ functions at the empty site, raises the singlet by $0.04$ eV and the triplet by $0.06$ eV, and gives $t=0.557$ eV.

Symmetry gives the four dangling hybrids a singlet at $e_0-3t$ and a triplet at $e_0+t$, and the cluster levels give $t=0.552$ eV. It remains to check that the cluster states really are dangling hybrids, to fill the levels as in a neutral vacancy, to test the symmetric arrangement against distortion, and to see what the model can say about silicon devices and their oxide interface.
